# Population-control bias does not average away in a longer run

## What goes wrong

A diffusion Monte Carlo calculation uses 100 independent populations of ten walkers each. It runs until the statistical error of the energy is 0.0002 hartree, and the result is then quoted with that error. In the model worked out below, the quoted energy is too high by 0.0187 hartree, about 90 times the error bar. Running longer shrinks the error bar and leaves the displacement where it is.

The reasoning behind such a calculation is that population control disturbs the walkers at random, and that random disturbances average out. The disturbances do average, but in this model to a nonzero value. For a given control rule and guiding function, that value is fixed by the number of walkers that are controlled together, and neither the run length nor the number of separate populations enters it.

## A model that can be solved

Take two sites and the Hamiltonian
$$H=\begin{pmatrix}0&-J\\-J&\Delta\end{pmatrix},\qquad J,\Delta>0 .$$
Energies are in hartree and times in inverse hartree, with $\hbar=1$. The guiding function is constant, $\Phi=(1,1)$. The local energy of a site is $(H\Phi)_i/\Phi_i$, which gives $e_1=-J$ and $e_2=\Delta-J$. Time is continuous, so there is no time-step error.

Each of $N$ walkers hops to the other site at rate $J$. Since $e_2$ exceeds $e_1$ by $\Delta$, a walker on site 2 must lose weight at the relative rate $\Delta$. Population control at fixed $N$ does this by killing it at rate $\Delta$ and replacing it by a copy of a walker drawn at random from all $N$, possibly itself.

Let $x$ be the fraction of walkers on site 2. The population energy is
$$\bar E=(1-x)e_1+xe_2=-J+\Delta x .$$

**The exact target.** The walkers should be distributed as the ground vector, normalized to unit sum, $(1-x_0,\,x_0)$. The second row of the eigenvalue equation is
$$-J(1-x_0)+\Delta x_0=E_0x_0 .$$
Adding the first row, $-Jx_0=E_0(1-x_0)$, gives $E_0=-J+\Delta x_0$. Inserting this on the right of the second row and collecting terms gives
$$J(1-2x_0)-\Delta x_0(1-x_0)=0. \tag{1}$$

**The mean of $x$ in the simulation.** Hops raise $x$ by $1/N$ at the total rate $JN(1-x)$ and lower it by $1/N$ at the rate $JNx$. Kills occur at the rate $\Delta Nx$ and lower $x$ by $1/N$ if the copied walker sits on site 1, which has probability $1-x$. Therefore
$$\frac{d\langle x\rangle}{dt}=\langle f(x)\rangle,\qquad f(x)=J(1-2x)-\Delta x(1-x).$$
By (1), $f(x_0)=0$. The slope there is
$$f'(x_0)=-2J-\Delta+2\Delta x_0=-2J-\Delta+2(E_0+J)=2E_0-\Delta=-g,$$
where $g=\sqrt{\Delta^2+4J^2}$ is the gap and $E_0=(\Delta-g)/2$. Since $f$ is quadratic with second derivative $2\Delta$, it equals $-g\delta+\Delta\delta^2$ with $\delta=x-x_0$, without remainder. In the stationary state $\langle f\rangle=0$, so $g\langle\delta\rangle=\Delta\langle\delta^2\rangle$. The bias $B=\langle\bar E\rangle-E_0=\Delta\langle\delta\rangle$ is
$$B=\frac{\Delta^2}{g}\,\langle\delta^2\rangle>0. \tag{2}$$

This holds for every $N$ in this model. The replacement rule is nonlinear in the population, so fluctuations about the right composition do not cancel in the mean. More time gives more samples of these fluctuations; it does not make them smaller.

**Their size.** When $x$ changes by $\pm1/N$, $\delta^2$ changes by $\pm2\delta/N+1/N^2$. The first part contributes $2\langle\delta f\rangle$ to the time derivative. The second contributes the total event rate divided by $N^2$. Stationarity gives
$$0=-2g\langle\delta^2\rangle+2\Delta\langle\delta^3\rangle+\frac1N\langle J+\Delta x(1-x)\rangle .$$
For large $N$ the fluctuations are nearly Gaussian with width of order $N^{-1/2}$, so the cubic term is of order $N^{-2}$ and is dropped. In the last term $x$ may be replaced by $x_0$, and (1) turns it into $J+J(1-2x_0)=2J(1-x_0)$. Hence
$$\langle\delta^2\rangle\simeq\frac{J(1-x_0)}{gN},\qquad B\simeq\frac aN,\qquad a=\frac{\Delta^2J(1-x_0)}{g^2}. \tag{3}$$

At the other extreme, $N=1$, a killed walker is replaced by itself and control does nothing. Then $\langle x\rangle=1/2$ and $\langle\bar E\rangle=\Delta/2-J$, the variational energy of the guiding function. Fixed-$N$ control thus leads from the variational energy at $N=1$ to the ground energy as $N\to\infty$.

## The numbers

Take $J=0.5$ and $\Delta=1$ hartree. Then $g=\sqrt2=1.414$ hartree, $E_0=(1-1.414)/2=-0.207$ hartree and $x_0=-0.207+0.5=0.293$. Equation (3) gives
$$a=\frac{1\times0.5\times0.707}{2}=0.177\ \text{hartree}.$$

The bias can also be found without the large-$N$ step. The number $n$ of walkers on site 2 changes by one at a time, so its stationary probabilities obey
$$\frac{p_{n+1}}{p_n}=\frac{J(N-n)}{(n+1)\,[J+\Delta(N-n-1)/N]} .$$
Summing over $n$ gives $B=0.0187$ hartree for $N=10$, $0.00178$ for $N=100$ and $0.000177$ for $N=1000$. The product $NB$ is 0.187, 0.178 and 0.177 hartree, approaching $a$. At $N=100$ the bias is 48 meV.

**A longer run.** Let the average extend over a time $T$. If the start is stationary, its expected error is $B$ for every $T$. Otherwise it is
$$B+\frac1T\int_0^T\big[\langle\bar E\rangle_t-\langle\bar E\rangle\big]dt ,$$
where $\langle\bar E\rangle_t$ is the mean at time $t$. The integrand decays, so the second term falls as $1/T$. For $N=100$, with each walker initially on either site with probability one half, the time-dependent probabilities of $n$, obtained by a matrix exponential, give these expected errors:

| $T$ (1/hartree) | expected error (hartree) |
|---|---|
| 10 | 0.0176 |
| 100 | 0.0034 |
| 1000 | 0.0019 |
| 10000 | 0.0018 |

The early decrease can look like a bias averaging away. What disappears is the memory of the start; the limit is $B$. This start approaches it from above, whereas a start with all walkers on site 1 approaches it from below.

**More populations.** Near $x_0$ a deviation decays as $e^{-gt}$, so at leading order the autocovariance of $\bar E$ is $\Delta^2\langle\delta^2\rangle e^{-g|s|}$. For $T\gg1/g$ the variance of a time average is the integral of this over all $s$, divided by $T$. For $M$ independent populations it is also divided by $M$:
$$\sigma^2\simeq\frac{1}{MT}\,\frac{2\Delta^2\langle\delta^2\rangle}{g}=\frac{2B}{MT}, \tag{4}$$
by (2). Since $B\simeq a/N$, the statistical error depends on the total number of walkers $MN$, while the bias depends on $N$ alone. For 1000 walkers in all and $T=10000$, with $\sigma$ computed from the full autocovariance of the chain:

| populations × walkers | bias (hartree) | $\sigma$ (hartree) |
|---|---|---|
| 100 × 10 | 0.0187 | 0.00020 |
| 10 × 100 | 0.0018 | 0.00019 |
| 1 × 1000 | 0.00018 | 0.00019 |

The error bars are nearly the same while the bias differs a hundredfold, so a small $\sigma$ is no evidence of a small bias. In this model the two are linked only through $M$ and $T$: by (4), $B\simeq MT\sigma^2/2$. Setting $\sigma=B$ in (4) gives the time $T^*\simeq2/(MB)$ beyond which further sampling mainly sharpens a wrong value. It is about 110 for the second row and 11000 for the third. For the first the formula gives about 1, too short for (4) to apply, and in fact there is no such crossing. By (2) the variance of $\bar E$ at one instant is $\Delta^2(\langle\delta^2\rangle-\langle\delta\rangle^2)=gB-B^2$, and a stationary time average cannot have a larger variance. Hence $\sigma\le\sqrt{(gB-B^2)/M}=0.0162$ hartree, which lies below the bias of 0.0187 for every $T$.

A direct simulation behaves in the same way. After equilibration, 400 populations of ten walkers gave an error in the energy of $0.0172\pm0.0022$ hartree for $T=20$ and $0.0188\pm0.0002$ for $T=2000$. The uncertainty fell tenfold, and the mean settled on the bias of 0.0187.

## The general statement

Let $H$ be a real symmetric matrix on finitely many connected sites, with off-diagonal elements that are zero or negative, and let the guiding function $\Phi_i$ be positive. Define
$$K_{ij}=\Phi_iH_{ij}/\Phi_j,\qquad e_j=\sum_iK_{ij}=(H\Phi)_j/\Phi_j .$$
A walker hops from $j$ to $i\ne j$ at rate $-K_{ij}$. It is killed at rate $e_j-e_{\min}$, where $e_{\min}$ is the lowest local energy, and replaced by a copy of a random member of its population. Let $x_i$ be the fraction of walkers on site $i$ and $\bar E=\sum_ie_ix_i$.

*For $M$ stationary populations of $N$ walkers followed for a time $T$, the unweighted average of $\bar E$ has an expected error $B$ independent of $M$ and $T$, namely*
$$B=-\frac{\mathrm{Cov}(\bar E,\,\varphi\cdot x)}{\langle\varphi\cdot x\rangle},\qquad \varphi_i=\psi_i/\Phi_i, \tag{5}$$
*where $\psi$ is the positive ground vector of $H$. For large $N$, $B$ is of order $1/N$.*

**Proof.** The mean of an average over times and populations is the average of the means. In the stationary state each of these is $\langle\bar E\rangle$, so $M$ and $T$ drop out.

For (5), find the rate of change of $\langle x_i\rangle$. Hops contribute
$$-\sum_{j\ne i}K_{ij}x_j+x_i\sum_{j\ne i}K_{ji}=-(Kx)_i+e_ix_i,$$
because the second sum is $e_i-K_{ii}$. Kills remove walkers from $i$ at the rate $(e_i-e_{\min})x_i$ per population member. Replacements arrive at $i$ at the total kill rate $\bar E-e_{\min}$ times the probability $x_i$. Together these give $(\bar E-e_i)x_i$. The terms with $e_i$ cancel:
$$\frac{d\langle x\rangle}{dt}=-K\langle x\rangle+\langle\bar E\,x\rangle. \tag{6}$$
The vector $\varphi$ is a left eigenvector of $K$, since
$$\sum_i\frac{\psi_i}{\Phi_i}\frac{\Phi_iH_{ij}}{\Phi_j}=E_0\frac{\psi_j}{\Phi_j}.$$
Multiplying (6) by $\varphi$ in the stationary state gives $\langle\bar E\,\varphi\cdot x\rangle=E_0\langle\varphi\cdot x\rangle$. Writing the left side as $\langle\bar E\rangle\langle\varphi\cdot x\rangle+\mathrm{Cov}(\bar E,\varphi\cdot x)$ and dividing by $\langle\varphi\cdot x\rangle$ yields (5).

For the size, neglect fluctuations first. Then $\dot x=-Kx+\bar Ex$, which is solved by $e^{-Kt}x(0)$ divided by the sum of its components. This tends to the ground distribution $p_i\propto\Phi_i\psi_i$ from every start, and small deviations decay at least as fast as the gap. Events occur at a total rate proportional to $N$ and change $x$ by steps of order $1/N$, so they feed the covariance matrix at a rate of order $N\times N^{-2}=1/N$. Balanced against a decay rate independent of $N$, this leaves a covariance of order $1/N$, and (5) inherits it. $\square$

The covariance has a plain meaning. The number $\varphi_i$ measures how many descendants a walker on site $i$ would leave in the long run without control. When a population happens to be low in energy and rich in future descendants, control denies it the growth it should have had. If $\Phi$ is the exact ground state, $\bar E$ is constant and the bias vanishes. A better guiding function can therefore help as well as a larger $N$.

## When a longer run does help

Define the weight $w(t)=\exp\!\big(-\int_0^t\bar E\,ds\big)$. Differentiating it adds $-\langle w\bar Ex\rangle$ to the weighted form of (6), which cancels the nonlinear term:
$$\frac{d\langle wx\rangle}{dt}=-K\langle wx\rangle,\qquad \langle wx\rangle_t=e^{-Kt}\langle x\rangle_0 .$$
The weighted mean is correctly projected for any $N$. Suppose each energy is weighted by the factor accumulated over a preceding window $W$, and weighted energies and weights are summed separately before dividing. As the data grow, the result tends to the energy of $e^{-KW}$ applied to the biased mean distribution. For long windows its remaining error falls at least as fast as $e^{-gW}$, with $g$ the gap. The rate is the excitation energy of the lowest state that overlaps both $\Phi$ and the mean distribution. It equals $g$ in the two-site model and is larger when symmetry excludes the first excited state.

In the two-site model with $N=10$, the remaining bias is 0.0187 hartree at $W=0$, 0.0011 at $W=2$ and 0.00007 at $W=4$. The price is noise: by (4), the variance of $\ln w$ grows as about $2BW$ for long windows, and once it is large a few samples dominate. Within a practical window, a longer run then helps because it supplies data for a different estimator.

## Populations that branch

Control can instead let the walker number $N$ fluctuate about a target $N_0$. Let a walker on site $i$ branch at rate $E_T-e_i$ when this is positive and die at rate $e_i-E_T$ when it is negative, with trial energy $E_T=E_0-\kappa\ln(N/N_0)$. The site counts $n_i$ obey $d\langle n\rangle/dt=\langle E_Tn\rangle-K\langle n\rangle$. Assume a stationary state, with extinction prevented and too rare to matter. Summing over sites gives $\langle\sum_ie_in_i\rangle=\langle E_TN\rangle$; multiplying by $\varphi$ gives $E_0\langle\varphi\cdot n\rangle=\langle E_T\,\varphi\cdot n\rangle$. For the energy estimator $\langle\sum_ie_in_i\rangle/\langle N\rangle$,
$$B=\frac{\langle E_TN\rangle}{\langle N\rangle}-\frac{\langle E_T\,\varphi\cdot n\rangle}{\langle\varphi\cdot n\rangle}.$$
The bias is the covariance of the trial energy with a difference of two normalized counts. Both fluctuate by order $N_0^{-1/2}$, so $B$ is again of order $1/N_0$ at fixed $\kappa$.

Solving the stationary equations of the two-site branching chain numerically gives, for $\kappa=0.5$ hartree, $B=0.00088$ hartree at $N_0=30$ and $0.00043$ at $N_0=60$. With $\kappa=0.25$ the values are $0.00051$ and $0.00025$. These values belong to the ratio estimator. The plain time average of $\sum_ie_in_i/N$, which ignores the walker number, has a bias of about $0.0035$ hartree at $N_0=30$ for $\kappa=0.5$ and $0.0036$ for $\kappa=0.25$. Weaker feedback lowers the bias of the ratio estimator here, but the relative spread of $N$ at $N_0=30$ rises from 0.14 to 0.20. The walker number therefore fixes the bias only for a given control rule and guiding function. To measure it, repeat the calculation with different $N$; repeating it with the same $N$ and control rule leaves the expected unweighted average where it is. An extrapolation in $1/N$ is justified only where the energy has become linear in $1/N$ over several values of $N$. The law is asymptotic and its coefficient grows steeply with system size. If each walker carries 20 independent copies of the two-site system under fixed-$N$ control, $NB$ is about 16, 24 and 32 hartree for $N=8$, 32 and 128, still below its limit of 39. For many-particle systems the linear range may lie beyond the walker numbers that can be afforded.
